# Why small-cell extrapolation misses the isolated limit of a charged monolayer

**The argument under comment**

The submitted argument concerns a charged defect in a monolayer, computed in a periodic cell with a uniform neutralizing background. All three cell edges are scaled together, with the largest cell near 30 Å. The argument has three steps. First, uniform scaling makes the energy a power series in \(1/L\). Second, a fit with two or three terms passes through the computed energies with residuals below one meV. Third, the intercept at \(1/L=0\) is therefore the energy of the isolated defect, with an error of the order of the residual.

The first step is correct for large \(L\). The third does not follow from the first two, because nothing has been said about the length with which \(L\) must be compared. I examine this in a model where the isolated energy can be computed separately.

**Model and conventions**

A polarizable sheet lies at \(z=0\) in a cubic cell of edge \(L\), one sheet per period. It carries a fixed charge \(q\) with in-plane density \(q\,e^{-r^2/2\sigma^2}/(2\pi\sigma^2)\), whose Fourier transform is \(q\,e^{-\sigma^2k^2/2}\). I use Gaussian electrostatics, so that for one elementary charge \(q^2\) stands for \(e^2/4\pi\varepsilon_0=14.40\) eV Å. The response is linear and local, and energies refer to the vacuum level of the neutral layer in the same cell. Elastic relaxation, band filling and overlap of defect orbitals are left out; they would add size effects of their own.

The in-plane polarization per area is \(-\alpha\nabla\phi\), so the induced surface charge is \(\alpha\nabla^2\phi\), or \(-\alpha k^2\phi\) at wave number \(k\). Define \(r_0=2\pi\alpha\).

For an isolated sheet the potential decays as \(e^{-k|z|}\). The slope of \(\phi\) jumps by \(-4\pi\) times the total surface charge, so for an external charge \(s\)
\[
2k\phi=4\pi(s-\alpha k^2\phi)\quad\Rightarrow\quad \frac{\phi}{s}=K(k)=\frac{2\pi}{k(1+r_0k)} .
\]
Screening is weak for \(k\ll1/r_0\) and strong for \(k\gg1/r_0\). In a linear medium the work of charging is half of external charge times potential:
\[
E_{\rm iso}=\frac{q^2}{2}\int\!\frac{d^2k}{(2\pi)^2}K(k)e^{-\sigma^2k^2}
=\frac{q^2}{2}\int_0^\infty\!\frac{e^{-\sigma^2k^2}}{1+r_0k}\,dk .
\]

**The energy of the periodic cell**

With sheets repeated along \(z\), symmetry makes the slope of \(\phi\) vanish halfway between them. For \(0<z<L\) the potential is thus proportional to \(\cosh k(z-L/2)\), and its slope just above the sheet is \(-k\tanh(kL/2)\,\phi\). The jump condition now gives
\[
K_L(k)=\frac{2\pi}{k\,[\tanh(kL/2)+r_0k]} .
\]

The in-plane average, \(k=0\), needs the background. The mean surface charge is \(s_0=q/L^2\), and the field is \(4\pi s_0(1/2-z/L)\). Its energy per area is
\[
\int_0^L\!\frac{[4\pi s_0(\tfrac12-z/L)]^2}{8\pi}dz=2\pi s_0^2\,\frac{L}{12}=\frac{s_0^2}{2}K_0,\qquad K_0=\frac{\pi L}{3}.
\]
This field has no in-plane component, so the sheet does not screen it.

The allowed wave numbers are \(G=2\pi n/L\), where \(n\) is the length of a nonzero integer vector in the plane; a prime marks sums over these vectors. With \(t_n=\tanh(\pi n)\), inserting \(G\) gives \(K_L=L/[n(t_n+2\pi n r_0/L)]\), and
\[
E(L)=\frac{q^2}{2L}\left[\sum{}'\frac{e^{-(2\pi n\sigma/L)^2}}{n\,(t_n+2\pi n\,r_0/L)}+\frac{\pi}{3}\right].
\]
Uniform scaling has one real merit: the factors \(t_n\) do not depend on \(L\). But \(r_0/L\) and \(\sigma/L\) remain. Scaling the cell does not scale the material.

**What is right: the series for large cells**

Let \(F(k)\) be a smooth, rapidly decaying function for \(k>0\), with small-\(k\) expansion \(\sum_p a_pk^p\). Write it as an inverse Mellin transform, with \(M(w)=\int_0^\infty F(k)k^{w-1}dk\), and sum over the lattice:
\[
\sum{}'F(hn)=\frac{1}{2\pi i}\int M(w)\,h^{-w}Z(w)\,dw,\qquad Z(w)=\sum{}'n^{-w}.
\]
The contour starts at \({\rm Re}\,w>2\) and is moved to the left. The continued \(Z\) has a pole at \(w=2\) with residue \(2\pi\), since the distant lattice points contribute \(\int2\pi n^{1-w}dn\). This pole yields \(2\pi M(2)/h^2=h^{-2}\int d^2k\,F\). The poles of \(M\) at \(w=-p\), with residues \(a_p\), yield \(\sum_p a_ph^pZ(-p)\), the asymptotic difference between sum and integral.

Take \(h=2\pi/L\) and
\[
F=\frac{2\pi e^{-\sigma^2k^2}}{k(1+r_0k)}=2\pi\left[\frac1k-r_0+(r_0^2-\sigma^2)k+\dots\right].
\]
Multiplying the sum by \(1/L^2\) turns the integral into the one in \(E_{\rm iso}\). Moreover \(Z(0)=-1\), because Poisson summation gives \(\sum'e^{-\tau n^2}=\pi/\tau-1\) up to exponentially small terms. The difference is therefore
\[
\frac{Z(1)}{L}+\frac{2\pi r_0}{L^2}+\frac{(2\pi)^2(r_0^2-\sigma^2)Z(-1)}{L^3}+\dots
\]
Replacing 1 by \(t_n\) in the denominators adds rapidly convergent sums, since \(1-t_n\) falls as \(2e^{-2\pi n}\). Expanding them in \(r_0/L\) and \(\sigma/L\) and adding the background term gives
\[
E-E_{\rm iso}=\frac{q^2}{2L}\left[c_1+c_2\frac{r_0}{L}+c_3\frac{r_0^2}{L^2}+\dots\right],
\]
\[
c_1=Z(1)+\sum{}'\frac{t_n^{-1}-1}{n}+\frac{\pi}{3},\qquad c_2=2\pi\Big[1-\sum{}'(t_n^{-2}-1)\Big],
\]
\[
\frac{c_3}{4\pi^2}=Z(-1)+\sum{}'n(t_n^{-3}-1)-\frac{\sigma^2}{r_0^2}\Big[Z(-1)+\sum{}'n(t_n^{-1}-1)\Big].
\]

The first coefficient contains neither \(r_0\) nor \(\sigma\). It must equal its value for point charges without any sheet, which is minus the Madelung constant of a simple cubic lattice in a background. A three-dimensional Ewald sum tests this: both values are \(-2.837297\). The layer's screening is absent from the leading term because field lines of a distant charge run mostly through vacuum.

The layer enters at the next order, with \(c_2=6.08\). The form \(a+b/L+c/L^3\), natural where the \(1/L^2\) term vanishes, thus omits a term that is present here.

The expansion treated \(r_0G\) as small. The smallest nonzero \(G\) is \(2\pi/L\), so the parameter is \(2\pi r_0/L\), not \(r_0/L\). For \(r_0=40\) Å the length to compare with is 251 Å.

The bracket, evaluated with \(\sigma=2\) Å, shows where the series starts to serve. At \(L=2\pi r_0\) the full sum gives \(-2.06\), two terms give \(-1.87\), and adding \(c_3/(2\pi)^2=-7.04/39.5=-0.18\) gives \(-2.05\). The series is already good there, somewhat earlier than the condition \(L\gg2\pi r_0\) would suggest. At \(L=r_0\) the full value is \(-0.58\), two terms give \(+3.24\) and three give \(-3.79\). Both truncations miss by more than 3, several times the value itself, so the series is of no use in that range.

**What replaces it in small cells**

For \(L\ll2\pi r_0\) the term \(2\pi nr_0/L\) dominates every denominator:
\[
\frac{1}{t_n+2\pi nr_0/L}=\frac{L}{2\pi nr_0}-\frac{t_nL^2}{(2\pi nr_0)^2}+\dots
\]
The first part contributes \(S/(2\pi r_0)\) to \(2E/q^2\), with \(S=\sum'e^{-an^2}/n^2\) and \(a=(2\pi\sigma/L)^2\). For \(\sigma\ll L\), the Poisson result gives \(dS/da=-(\pi/a-1)\), hence \(S=C-\pi\ln a+a\).

The constant follows from the Mellin form \(S=(2\pi i)^{-1}\int\Gamma(w)a^{-w}Z(2+2w)dw\). The count of representations of an integer by two squares gives \(Z(s)=4\zeta(s/2)\beta(s/2)\), where \(\beta\) is the Dirichlet beta function and \(\beta(1)=\pi/4\). Near \(w=0\), with Euler's constant \(\gamma\),
\[
Z(2+2w)=\frac{\pi}{w}+\pi\gamma+4\beta'(1)+\dots,\qquad \Gamma(w)a^{-w}=\frac1w-\gamma-\ln a+\dots
\]
The residue of the product is \(4\beta'(1)-\pi\ln a\), so \(C=4\beta'(1)\).

The second part contributes \(-L/(4\pi^2r_0^2)\) times \(\sum't_ne^{-an^2}/n^3\). The Gaussian lowers this sum from \(S_3=\sum't_n/n^3\) by approximately \(2\pi\int_0^\infty(1-e^{-an^2})n^{-2}dn=2\pi\sqrt{\pi a}\). Collecting terms for \(\sigma\ll L\ll2\pi r_0\),
\[
\frac{2E}{q^2}\simeq\frac{\pi}{3L}+\frac1{r_0}\left[\ln\frac{L}{2\pi\sigma}+\frac{2\beta'(1)}{\pi}+\frac{2\pi\sigma^2}{L^2}-\frac{S_3L}{4\pi^2r_0}+\frac{\sqrt\pi\,\sigma}{r_0}\right].
\]
The constant \(2\beta'(1)/\pi\) is 0.1228. In a test at \(L=0.05\,r_0\) with a very narrow charge, this law gives \(2r_0E/q^2=23.8241\) and the full sum 23.8242.

The logarithm is the potential of a charge whose field stays in the plane, as it nearly does at distances well below \(r_0\). It is not a polynomial in \(1/L\), and its derivatives with respect to \(1/L\) grow without bound as \(1/L\to0\). In the true energy this growth is cut off once \(L\) reaches the scale \(2\pi r_0\). In much smaller cells the cutoff shows only as a gradual weakening of the logarithmic rise, through the term with \(S_3\).

The background term falls with \(L\) while the logarithm rises. Keeping these two, \(-\pi/(3L^2)+1/(r_0L)=0\) puts a minimum at \(L=\pi r_0/3\approx1.05\,r_0\). The term with \(S_3\) weakens the rise and moves the minimum outward; at such sizes the small-cell law is no longer accurate, and it moves the minimum too far. The full sum has it at 56.5 Å, or \(1.41\,r_0\). Below this size the thin-sheet energy decreases with \(L\), whereas the isolated limit is finally approached from below, since \(c_1<0\). A straight line in \(1/L\) fitted to such small cells then has even the sign of the slope wrong.

**How far the intercept is off**

How large a cell would the logarithm need in order to reproduce the isolated energy? Integrating \(E_{\rm iso}\) by parts and using \(\sigma\ll r_0\),
\[
\frac{2E_{\rm iso}}{q^2}=\frac1{r_0}\int_0^\infty\!\ln(1+r_0k)\,2\sigma^2k\,e^{-\sigma^2k^2}dk\simeq\frac1{r_0}\left[\ln\frac{r_0}{\sigma}-\frac\gamma2\right],
\]
where \(v=\sigma^2k^2\) and \(\int_0^\infty e^{-v}\ln v\,dv=-\gamma\) were used. Equating this with \([\ln(L_*/2\pi\sigma)+2\beta'(1)/\pi]/r_0\) gives
\[
L_*=2\pi r_0\,e^{-\gamma/2-2\beta'(1)/\pi}\approx0.66\times251\ \text{Å}\approx167\ \text{Å}.
\]

Now draw a straight line in \(1/L\) through cells of 16 and 32 Å. Its intercept is \(2E(32)-E(16)\), which replaces the logarithm by \(2\ln32-\ln16=\ln64\). The line behaves as if the logarithm stopped at 64 Å instead of 167 Å. This alone lowers the intercept by \((14.40/80)\ln(167/64)\approx0.17\) eV.

The sheet energies are 0.5499 and 0.4131 eV, so the intercept is 0.276 eV, against \(E_{\rm iso}=0.502\) eV. The miss is \(-0.23\) eV, most of it from the logarithm. Least-squares fits to five cells from 16 to 32 Å miss by \(-0.23\) eV with \(1/L\), \(-0.18\) eV with \(1/L+1/L^3\), \(-0.15\) eV at second order and \(-0.11\) eV at third order.

Is \(r_0\) responsible? With \(r_0=1\) Å and all else unchanged, the second-order fit to the same cells misses by \(+0.02\) eV instead of \(-0.15\) eV. The coefficient \(c_3\) shows why some error can remain: the charge width produces a \(1/L^3\) term even for vanishing \(r_0\), and this fit has no such term.

**A layer of finite thickness**

A defender of the argument could object that a strict sheet requires \(L\) much larger than the layer thickness \(d\), which is doubtful at 16 Å. The objection is fair, so I replace the sheet by a slab with dielectric constants \(\varepsilon_\parallel=1+2r_0/d\) and \(\varepsilon_\perp\), and spread the charge evenly across it. The choice of \(\varepsilon_\parallel\) keeps the in-plane polarizability per area.

Inside the slab, \(-\varepsilon_\perp\phi''+k^2\varepsilon_\parallel\phi=4\pi s/d\). The even solution is
\[
\phi=\phi_b+A\cosh\kappa z,\qquad \phi_b=\frac{4\pi s}{dk^2\varepsilon_\parallel},\qquad \kappa=k\sqrt{\varepsilon_\parallel/\varepsilon_\perp}.
\]
In the vacuum the slope at the surface is \(-kT\phi\), with \(T=\tanh[k(L-d)/2]\). Continuity of the normal displacement, with \(b=\kappa d/2\), requires
\[
-\varepsilon_\perp A\kappa\sinh b=kT(\phi_b+A\cosh b).
\]
Solving for \(A\) and averaging \(\phi\) over the slab, \(\phi_b+A\sinh b/b\), gives
\[
K_L=\frac{4\pi}{dk^2\varepsilon_\parallel}\left[1-\frac{kT\,\tanh b/b}{\varepsilon_\perp\kappa\tanh b+kT}\right].
\]

For \(k=0\) the displacement is \(4\pi s_0(1/2-z/L)\) above the slab and \(4\pi s_0z(1/d-1/L)\) inside. Integrating its square over \(4\pi s_0^2\varepsilon\), the vacuum gives \((\pi L/3)(1-d/L)^3\) and the slab \((\pi d/3\varepsilon_\perp)(1-d/L)^2\). Their sum is
\[
K_0=\frac\pi3\left(1-\frac dL\right)^2\left[L-d+\frac d{\varepsilon_\perp}\right].
\]
Finite-difference solutions of the Poisson equation test the sheet and slab kernels; the largest relative deviation is \(5\times10^{-5}\).

Take \(d=6\) Å and \(\varepsilon_\perp=5\), so \(\varepsilon_\parallel=14.3\). At \(L=16\) Å, \(K_0=1.047\times0.391\times11.2=4.58\) Å, and its energy \(q^2K_0/2L^2\) is 0.129 eV. At 32 Å the same steps give 0.132 eV. For the sheet these energies are 0.471 and 0.236 eV. The background term, whose fall produced the minimum, varies by only about a tenth between these two sizes, and in larger cells it falls more slowly than for the sheet. The computed slab energy increases at every step between the sampled sizes from 16 to 640 Å. The absence of a minimum in computed energies is therefore no sign that the cells are large enough.

The extrapolation error survives. The slab energies at 16, 24 and 32 Å are 0.2027, 0.2688 and 0.2990 eV. For a parabola in \(1/L\) the nodes stand as \(2:4/3:1\), and Lagrange's formula at zero gives weights 2, \(-9\) and 8:
\[
2(0.2027)-9(0.2688)+8(0.2990)=0.378\ \text{eV}.
\]
The isolated slab has 0.479 eV, so the miss is \(-0.10\) eV. The five-cell fit of the same order also misses by \(-0.10\) eV, while its largest residual is 0.04 meV. The residual understates the error by a factor above two thousand. Nor does going to third order help in this window: the miss is \(-0.083\) eV for the straight line and \(-0.102\) eV at third order. Agreement between successive orders would be false comfort.

Moving the window, with five cells between \(L_{\max}/2\) and \(L_{\max}\), gives these misses for the slab:

| \(L_{\max}\) (Å) | \(1/L\) (eV) | order 2 (eV) |
|---|---|---|
| 80 | −0.077 | −0.056 |
| 160 | −0.045 | −0.021 |
| 320 | −0.019 | −0.006 |
| 640 | −0.007 | −0.001 |

The second-order fit comes within about 0.01 eV once the window extends past \(2\pi r_0\). The leading coefficient, obtained from slab cells of 2000 and 4000 Å, is \(-2.836\), in agreement with the bare Madelung value. Thickness changes the small cells, not the leading law.

**What the argument should do instead**

The size dependence should be computed rather than fitted. For a dielectric model \(m\) of the same layer, add \(E^m_{\rm iso}-E^m(L)\) to each computed energy. The correction needs a charge width \(\sigma_m\), which is known only roughly. In small cells the dominant dependence on the width cancels: both \(E^m\) and \(E^m_{\rm iso}\) contain \(-(q^2/2r_0)\ln\sigma_m\). From the term \(2\pi\sigma^2/L^2\) of the small-cell law there remains an error
\[
\delta E\simeq\frac{\pi q^2}{r_0L^2}(\sigma^2-\sigma_m^2).
\]
For \(\sigma=2\) Å and a deliberately wrong \(\sigma_m=2.5\) Å this estimate is \(-0.010\) eV at 16 Å and \(-0.002\) eV at 32 Å. The full slab calculation gives \(-0.008\) and \(-0.002\) eV, where the uncorrected energies are off by \(-0.277\) and \(-0.180\) eV.

The thickness is less forgiving. Correcting the slab energies with the strict sheet leaves \(-0.325\) eV at 16 Å, worse than no correction, and \(-0.092\) eV at 32 Å. The strict sheet differs from the slab in two ways at once: its response has no thickness, and its charge lies in one plane. The comparison does not separate the two. It shows that the extent of the layer along \(z\) must enter the model, not that the dielectric profile alone is at fault. The parameters \(r_0\), \(d\) and \(\varepsilon_\perp\) have to be determined for the layer in question. In the example with \(\sigma_m=2.5\) Å the data and the correction share these parameters exactly, so the small remaining error measures sensitivity to the in-plane charge width alone and says nothing about errors in them. In an atomistic calculation, the corrected energies should be compared across several cell sizes; a remaining trend points to a poor profile, a wrong charge width or one of the effects left out above. The size of the trend does not bound the error, because any part of the error that is the same in all these cells leaves no trend.

The misses above are for an assumed \(r_0=40\) Å; they depend on the \(r_0\) of the actual layer, and the second-order miss was only 0.02 eV for \(r_0=1\) Å. Unless the cells are shown to reach \(2\pi r_0\) for that layer, I recommend that the intercept be withdrawn as an estimate of the isolated energy. In any case the fit residual should not be quoted as its uncertainty. The numerical output lists the remaining fits and energies.

## Table of computed values

```
e^2/(4 pi eps0) = 14.3996 eV A; q = 1 e
r0 = 40.0 A, 2 pi r0 = 251.3 A, sigma = 2.0 A
slab: d = 6.0 A, eps_par = 14.333, eps_perp = 5.0
largest relative kernel error against grid = 5.0e-05
c1 = -2.837297, Ewald cubic value = -2.837297
c2 = 6.0803, c3 = -7.0379 (dimensionless)
slab leading coefficient from L = 2000, 4000 A: -2.8356
sheet, 2L(E-E_iso)/q^2: L/r0, full sum, c1+c2*r0/L
    0.500   -0.0424    9.3233
    1.000   -0.5763    3.2430
    6.283   -2.0567   -1.8696
   20.000   -2.5521   -2.5333
   80.000   -2.7624   -2.7613
series to c3 at L/r0 = 80: -2.76239, full sum -2.76242
constant beside the logarithm = 0.12280
small-cell test L = 2.00 A, sigma = 0.020 A, 2 r0 E/q^2:
  full 23.82418, leading 23.83405, with corrections 23.82414
sheet minimum: L = 56.48 A = 1.412 r0, E = 0.3906 eV
E_iso: sheet 0.5018 eV, slab 0.4793 eV
L (A), E sheet (eV), E slab (eV)
    16.0   0.5499   0.2027
    24.0   0.4498   0.2688
    32.0   0.4131   0.2990
    56.0   0.3906   0.3392
    80.0   0.3959   0.3603
   160.0   0.4231   0.3983
   640.0   0.4738   0.4513
fits to L = 16, 20, 24, 28, 32 A: miss (eV), largest residual (meV)
  sheet 1/L         -0.2313    4.941
  sheet 1/L+1/L^3   -0.1763    0.682
  sheet order 2     -0.1505    0.445
  sheet order 3     -0.1071    0.036
  slab  1/L         -0.0829    1.003
  slab  1/L+1/L^3   -0.0949    0.083
  slab  order 2     -0.1005    0.039
  slab  order 3     -0.1021    0.029
slab, window Lmax/2..Lmax: Lmax (A), miss (eV) of 1/L, 1/L+1/L^3, order 2, order 3
      80  -0.07726  -0.06297  -0.05616  -0.03408
     160  -0.04485  -0.02896  -0.02149  -0.00908
     320  -0.01937  -0.01001  -0.00563  -0.00136
     640  -0.00666  -0.00282  -0.00103  -0.00010
    2560  -0.00053  -0.00018  -0.00002   0.00000
control sheet r0 = 1.0 A, 16-32 A, order 2 miss = 0.0212 eV
slab energy minus E_iso (eV): L (A), raw, slab model sigma = 2.5 A, sheet model
   16.0  -0.2767  -0.0077  -0.3249
   32.0  -0.1803  -0.0016  -0.0917
```
